\section*{Newton Correction for Shooting Solutions of the Radial Dirac Equation, part 2}

An electron of mass $m$ moves in a fixed central potential energy $V(r)$, with $V\to0$ at infinity. Its energy $E$ excludes the rest energy, $W=E+mc^2$, and bound states have $-2mc^2<E<0$. For a nonzero integer $\kappa$, the radial functions obey
\begin{align}
P'&=-\frac{\kappa}{r}P+\frac{E-V+2mc^2}{\hbar c}Q,\label{rad1}\\
Q'&=\frac{\kappa}{r}Q-\frac{E-V}{\hbar c}P.\label{rad2}
\end{align}
Near a point nucleus of charge number $Z$, $V=-Z\alpha\hbar c/r$ plus a bounded term, where $\alpha$ is the fine-structure constant. The regular solution starts as $r^\gamma$, with $\gamma^2=\kappa^2-Z^2\alpha^2$, $\gamma>0$ and $Q/P=(\gamma+\kappa)/(Z\alpha)$. For the decaying solution at large $r$,
\begin{equation}
\lambda=\frac{\sqrt{-E(E+2mc^2)}}{\hbar c},\qquad
\frac QP\to-\sqrt{\frac{-E}{E+2mc^2}}.
\end{equation}

The trial function joins an outward and an inward branch at $r_m$, scaled so that $P$ is continuous. There $Q$ has outward value $Q_-$ and inward value $Q_+$; $g_\pm=Q_\pm/P$ and $F=g_--g_+$. An asterisk marks the eigenvalue and eigenfunction, $e=E-E_*$, and $P_*(r_m)\ne0$ is assumed. The first-order correction is
\begin{equation}
\boxed{\delta E=\frac{\hbar c\,P(r_m)(Q_--Q_+)}{N}},\qquad
N=\int_0^\infty(P^2+Q^2)\,dr.
\label{corr}
\end{equation}
It equals the Newton step $-F/F'$, because
\begin{align}
g_-'(E)&=-\frac{1}{\hbar cP(r_m)^2}\int_0^{r_m}(P^2+Q^2)\,dr,\\
g_+'(E)&=+\frac{1}{\hbar cP(r_m)^2}\int_{r_m}^{\infty}(P^2+Q^2)\,dr,\\
F'(E)&=-\frac{N}{\hbar cP(r_m)^2}<0.
\label{slope}
\end{align}
Solutions at energies $E$ and $\tilde E$ obey the two-energy identity
\begin{equation}
(P\tilde Q-Q\tilde P)'=\frac{E-\tilde E}{\hbar c}(P\tilde P+Q\tilde Q).
\label{wr}
\end{equation}
For the trial function and the eigenfunction it gives, without approximation,
\begin{equation}
(E_*-E)\int_0^\infty(PP_*+QQ_*)\,dr
=\hbar c\,P_*(r_m)(Q_--Q_+).
\label{exact}
\end{equation}
The Rayleigh quotient of the trial function, including its jump, is $E+\delta E$.

The hand-solved case was a massless one-dimensional Dirac particle between two walls; matching midway made the new error cubic in the old one. Numerical examples use eV and pm.

\subsection{The branches are smooth functions of energy}

Newton's method has a quadratic error bound if $F$ has a continuous second derivative. To establish this, write $y=(P,Q)$, $y\cdot f=Pf_1+Qf_2$, and let $h$ be the radial Dirac operator,
\begin{equation}
hy=\begin{pmatrix}
VP+\hbar c(-Q'+\kappa Q/r)\\
\hbar c(P'+\kappa P/r)+(V-2mc^2)Q
\end{pmatrix}.
\end{equation}
At an energy $E_0$ choose a branch $v$, either the outward or the inward one, with $P_v(r_m)=1$. Let $u$ be a solution at the same energy with $P_u(r_m)=0$. Then $w=P_uQ_v-Q_uP_v$ is constant in $r$. It is nonzero because $u$ and $v$ are independent.

To solve $(h-E_0)z=f$, set $z=Au+Bv$ with functions $A$ and $B$. The derivatives must satisfy
\begin{equation}
A'P_u+B'P_v=\frac{f_2}{\hbar c},\qquad
A'Q_u+B'Q_v=-\frac{f_1}{\hbar c},
\end{equation}
which gives
\begin{equation}
A'=\frac{v\cdot f}{\hbar cw},\qquad B'=-\frac{u\cdot f}{\hbar cw}.
\end{equation}
On the outer interval take $A(\infty)=0$ and $B(r_m)=0$. Then
\begin{equation}
z(r)=-\frac1{\hbar cw}\left[
u(r)\int_r^\infty v\cdot f\,ds+v(r)\int_{r_m}^r u\cdot f\,ds\right]
\equiv (Gf)(r).
\end{equation}
On the inner interval take $A(0)=0$ and $B(r_m)=0$, which gives the corresponding formula. In both cases $P_z(r_m)=0$.

The map $G$ is bounded on square-integrable functions. For a potential with a Coulomb tail and a remainder of order $r^{-2}$, $v$ behaves as $r^\nu e^{-\lambda r}$ and $u$ grows at most as $r^{-\nu}e^{\lambda r}$, with a constant $\nu$. The kernel of $G$ is then bounded by a constant times $e^{-\mu|r-s|}$ for some $0<\mu<\lambda$. On the inner interval $v$ is bounded by $r^\gamma$ and $u$ by $r^{-\gamma}$, up to constants, so the kernel is bounded by a constant times $(r_</r_>)^\gamma\le1$. In both cases the integral of the absolute kernel over either variable has a uniform bound, and the Cauchy--Schwarz inequality gives a finite norm $\|G\|$.

At energy $E_0+\eta$, keep $P(r_m)=1$. The difference between the new branch and $v$ has zero first component at $r_m$, so
\begin{equation}
y_\eta=v+\eta Gy_\eta
=\sum_{j=0}^{\infty}\eta^jG^jv,\qquad |\eta|\,\|G\|<1.
\end{equation}
This series satisfies $(h-E_0)y_\eta=\eta y_\eta$. It selects the decaying branch outside. Inside, the kernel bound makes $Gf$ vanish at the origin, which excludes the irregular $r^{-\gamma}$ solution. The branch is therefore analytic in $\eta$. The two-energy identity from the first half gives, for the outward branch,
\begin{equation}
g_-(E_0+\eta)-g_-(E_0)=-\frac{\eta}{\hbar c}
\int_0^{r_m}v\cdot y_\eta\,dr.
\end{equation}
The inward branch has the opposite sign and the outer interval. Hence $F$ is analytic wherever both unscaled branches have $P(r_m)\ne0$. This includes a neighbourhood of $E_*$.

\subsection{Proof of quadratic convergence}

Choose an interval $|e|\le d$ on which $F$ is analytic. Taylor's formula about the current energy gives
\begin{equation}
0=F(E_*)=F(E)-F'(E)e+\tfrac12F''(\xi)e^2,
\end{equation}
where $\xi$ lies between $E$ and $E_*$. Divide by $F'(E)$, which is nonzero, and solve for $e-F/F'$:
\begin{equation}
e_{\rm new}=e-\frac{F(E)}{F'(E)}
=\frac{F''(\xi)}{2F'(E)}e^2.
\label{newerr}
\end{equation}
Let
\begin{equation}
K=\frac{\max|F''|}{2\min|F'|}
\end{equation}
on the interval. Reducing $d$ cannot increase $K$, so $d$ can be chosen with $Kd<1$. Then $|e_{\rm new}|\le K|e|^2\le(Kd)|e|$: the next energy remains in the interval. Repetition gives, for $K>0$,
\begin{equation}
K|e_n|\le(K|e_0|)^{2^n}.
\end{equation}
The right-hand side tends to zero, which proves local convergence of at least second order. If $K=0$, one step reaches the eigenvalue.

The limiting coefficient follows from $F'=-M/(\hbar c)$ with $M=N/P(r_m)^2$:
\begin{equation}
\frac{e_{\rm new}}{e^2}\to C
=\frac{F''(E_*)}{2F'(E_*)}
=\frac12\left.\frac{d}{dE}\ln\frac{N}{P(r_m)^2}\right|_{E_*}.
\label{C}
\end{equation}
If $C=0$, convergence is faster than second order, as in the symmetric hand-solved case.

\subsection{Why a node is a poor matching point}

Let $r_0$ be a node of $P_*$ away from the origin, and put $r_m$ close to it. Write $N_-$ and $N_+$ for the inner and outer parts of $N$. Near the node each branch has $P\simeq P'(r_0)[r-\rho_\pm(E)]$, where $\rho_\pm$ is its energy-dependent node. The slopes of $g_\pm$ found in the first half give $d(P/Q)/dE=\pm N_\mp/(\hbar cQ^2)$, with the upper overall sign for the inner branch. At fixed $r$, the same derivative is $-(P'/Q)\,d\rho/dE$. Since $P'=DQ/(\hbar c)$ at the node, with $D=E_*-V(r_0)+2mc^2$,
\begin{equation}
\frac{d\rho_-}{dE}=-\frac{N_-}{DQ^2},\qquad
\frac{d\rho_+}{dE}=+\frac{N_+}{DQ^2}.
\end{equation}
The two parts of $M$ vary as $N_\pm/[P'(r_m-\rho_\pm)]^2$. Their logarithmic derivatives, weighted by $N_\pm/N$, give the leading behaviour
\begin{equation}
C\simeq\frac{N_+-N_-}{DQ(r_0)^2(r_m-r_0)}.
\end{equation}
Unless the two norms are equal, $C$ diverges as the matching point reaches the node, and the region of fast convergence shrinks.

\subsection{A closed-form reference energy}

For $V=-Z\alpha\hbar c/r$, insert $P=r^\gamma e^{-\lambda r}\sum_jp_jr^j$ and the corresponding series for $Q$ with coefficients $q_j$. Put $A=(E+2mc^2)/(\hbar c)$ and $B=E/(\hbar c)$, so $\lambda^2=-AB$. The recurrence relations are
\begin{align}
(\gamma+j+\kappa)p_j-Z\alpha q_j&=\lambda p_{j-1}+Aq_{j-1},\\
(\gamma+j-\kappa)q_j+Z\alpha p_j&=\lambda q_{j-1}-Bp_{j-1}.
\end{align}
Multiplying the first by $\lambda$ and the second by $A$ makes their right-hand sides equal. If the series ends at $j=n_r$, the next right-hand side requires $q_{n_r}=-\lambda p_{n_r}/A$. Substitution into the equal left-hand sides gives
\begin{equation}
2\lambda(\gamma+n_r)=Z\alpha(A+B)=\frac{2Z\alpha W}{\hbar c}.
\end{equation}
With $\hbar c\lambda=\sqrt{m^2c^4-W^2}$ and $W=E+mc^2$, this becomes
\begin{equation}
E=mc^2\left\{\left[1+\left(\frac{Z\alpha}{\gamma+n_r}\right)^2\right]^{-1/2}-1\right\}.
\end{equation}
For $n_r=0$ only $\kappa<0$ is allowed: ending the series requires $q_0/p_0=-\lambda/A<0$, whereas the starting ratio $(\gamma+\kappa)/(Z\alpha)$ is positive for $\kappa>0$. The $2s_{1/2}$ state has $\kappa=-1$ and $n_r=1$.

\subsection{One-electron tin}

For Sn$^{49+}$, $Z=50$, with a fixed point nucleus and the Dirac--Coulomb Hamiltonian, the reference energy is $-8884.376220$ eV; the last digit depends on the set of fundamental constants, and it moves by about $7\times10^{-7}$ eV between the 2018 and 2022 CODATA values. The iteration starts from the Bohr energy, $-8503.558202$ eV, with $r_m=8$ pm. The outward solution is scaled so that $P=(r/1\,\mathrm{pm})^\gamma$ at the starting radius $10^{-6}$ pm; $P$, the jump and $N$ depend on this choice of scale, while $\delta E$ does not. Fixing the same scale in the limit $r\to0$ instead would change them by one to two parts in $10^6$. The first step is
\begin{equation}
\delta E=\frac{(197326.98)(-0.386986)(0.00851033)}{1.896521}\,\mathrm{eV}
=-342.67\,\mathrm{eV}.
\end{equation}
The true shift is $-380.82$ eV, so the first-order correction leaves 10.0\% of it. The identity containing the eigenfunction reproduces the true shift to the printed 0.00001 eV. The Rayleigh quotient and $E+\delta E$ are both $-8846.2239$ eV.

\begin{center}
\begin{tabular}{ccc}
Step & Error before step (eV) & $\delta E$ (eV)\\
0 & $3.81\times10^{2}$ & $-3.427\times10^{2}$\\
1 & $3.82\times10^{1}$ & $-3.779\times10^{1}$\\
2 & $3.66\times10^{-1}$ & $-3.665\times10^{-1}$\\
3 & $3.37\times10^{-5}$ & $-3.365\times10^{-5}$
\end{tabular}
\end{center}

Equation \eqref{C} gives $C=2.505\times10^{-4}\,\mathrm{eV}^{-1}$. For the step that starts with error $0.3665$ eV, it predicts $C e^2=3.37\times10^{-5}$ eV, as found. The next prediction, about $3\times10^{-13}$ eV, lies below the residual of about $5\times10^{-11}$ eV, which is of the size of double-precision rounding of $mc^2$ in the closed-form reference. The converged energy is $-8884.3762$ eV, or $-326.4948$ hartree. These digits check the solution of the stated model; nuclear size, recoil and radiative effects are absent.

The node of $P_*$ lies at 1.973 pm. Moving $r_m$ to 2.012 pm raises $C$ to $9.43\times10^{-3}\,\mathrm{eV}^{-1}$, about 38 times its value at 8 pm.

A screened model with $\kappa=1$ and
\begin{equation}
V=-\frac{\alpha\hbar c}{r}\left[1+49e^{-r/(20\,\mathrm{pm})}\right]
\end{equation}
tests a start below the eigenvalue of the nodeless $2p_{1/2}$ state. The start at $-6200$ eV has error $-441$ eV; the first step overshoots to $+90.8$ eV. The following errors are $4.28$, $9.35\times10^{-3}$ and $4.45\times10^{-8}$ eV relative to the root of the same $F$ found by bracketing alone, without the correction formula, at $-5759.486064$ eV. The numerical check prints the full iterations for both potentials and, for the point nucleus, compares finite-difference slopes of $F$ with the formula for $F'$.

\subsection{Conditions for a reliable implementation}

The convergence theorem is local. A distant start can send Newton's method out of its region of convergence. Because $F$ decreases between poles, it changes from positive to negative at a root, but from negative to positive across a pole. Thus an energy bracket with $F>0$ at its lower end and $F<0$ at its upper end contains a root, and bisection that preserves these signs converges to one. A wide bracket may hold several roots with poles between them, so the state reached must still be identified, for example by counting the nodes of $P$. The sign of $\delta E$ is the sign of $F$. A Newton step that leaves the bracket can be replaced by a bisection step.

An inaccurate norm does not move the root, since the jump still vanishes there. It does change the rate: if the computed norm is $N(1+\tau)$ with small constant $\tau$, then near the root $e_{\rm new}\simeq e-e/(1+\tau)\simeq\tau e$. The last stage becomes linear, with factor $|\tau|$.

The starting ratios at finite radii are approximate. An error at the outer radius $R$ admits some of the growing solution, but inward integration suppresses its relative size roughly as $(R/r_m)^{2\nu}e^{-2\lambda(R-r_m)}$, where $r^\nu e^{-\lambda r}$ is the decaying solution. For $W>0$, an attractive Coulomb tail has $\nu>0$ ($\nu=\gamma+n_r=1.93$ for the tin state), so the suppression is weaker than the exponential alone suggests. Near the origin, outward integration from $r_{\rm start}$ suppresses the irregular solution as $(r_{\rm start}/r)^{2\gamma}$. These factors guide the choice of integration range.

In a self-consistent calculation with a local potential, the result applies while that potential is held fixed. It does not establish quadratic convergence of the outer self-consistency cycle. Nonlocal exchange adds terms to the radial equations that are absent from this derivation.

\section*{Table of computed values}
\begin{verbatim}
hbar c = 197326.9805 eV pm
m c^2 = 510998.951 eV
Z = 50, kappa = -1, n = 2, r_match = 8.0 pm
gamma = 0.93105940
Integration range: 1e-06 pm to 60 pm
Sommerfeld energy = -8884.376220 eV
Bohr starting energy = -8503.558202 eV
At start: Q_minus = 0.03113092, Q_plus = 0.02262059 (scaled units)
True shift E* - E = -380.81802 eV
Shift from exact identity = -380.81802 eV
First-order correction at start = -342.66566 eV
Rayleigh quotient of trial = -8846.2239 eV
E + dE at start = -8846.2239 eV
F' at -8503.56 eV: difference -6.41770910e-05, formula -6.41770840e-05 per eV
F' at -8884.38 eV: difference -5.20956354e-05, formula -5.20956313e-05 per eV
F' at -9284.38 eV: difference -4.33364379e-05, formula -4.33364354e-05 per eV
C from log-derivative = 2.505403e-04 per eV
C from steps at +-20 eV = 2.505405e-04 per eV
Iteration, Sn49+ 2s1/2 (P and jump in scaled units):
 0: E=-8503.5582019 eV P=-0.386986 jump=8.5103e-03 N=1.896521 pm dE=-3.427e+02 eV err=3.81e+02 eV
 1: E=-8846.2238579 eV P=-0.445678 jump=8.9439e-04 N=2.081631 pm dE=-3.779e+01 eV err=3.82e+01 eV
 2: E=-8884.0097247 eV P=-0.452272 jump=8.6359e-06 N=2.103130 pm dE=-3.665e-01 eV err=3.66e-01 eV
 3: E=-8884.3761864 eV P=-0.452336 jump=7.9304e-10 N=2.103339 pm dE=-3.365e-05 eV err=3.37e-05 eV
 4: E=-8884.3762201 eV P=-0.452336 jump=8.3267e-17 N=2.103339 pm dE=-3.534e-12 eV err=5.28e-11 eV
 5: E=-8884.3762201 eV P=-0.452336 jump=-8.3267e-17 N=2.103339 pm dE=3.534e-12 eV err=4.91e-11 eV
Converged energy = -8884.376220 eV = -326.49480404 hartree
Node of P at 1.97268 pm
C with r_match = 2.01213 pm: 9.433032e-03 per eV
Model V = -(e^2/(4 pi eps0 r)) (1 + 49 exp(-r/a)), a = 20 pm, kappa = 1
Bracketed eigenvalue = -5759.486064 eV, C = 5.105098e-04 per eV
Iteration, screened model:
 0: E=-6200.0000000 eV P=16.021328 jump=4.7926e-01 N=2851.864045 pm dE=5.313e+02 eV err=-4.41e+02 eV
 1: E=-5668.7187379 eV P=11.192448 jump=-8.8005e-02 N=2247.279160 pm dE=-8.649e+01 eV err=9.08e+01 eV
 2: E=-5755.2078139 eV P=11.943017 jump=-4.2286e-03 N=2334.410017 pm dE=-4.269e+00 eV err=4.28e+00 eV
 3: E=-5759.4767121 eV P=11.980414 jump=-9.2517e-06 N=2338.818823 pm dE=-9.352e-03 eV err=9.35e-03 eV
 4: E=-5759.4860637 eV P=11.980496 jump=-4.4167e-11 N=2338.828493 pm dE=-4.464e-08 eV err=4.45e-08 eV
 5: E=-5759.4860638 eV P=11.980496 jump=6.7724e-15 N=2338.828493 pm dE=6.845e-12 eV err=-1.20e-10 eV
\end{verbatim}
